Radical loss in a closed-end nanopore at Thiele modulus two

**Problem**

Oxygen atoms from a downstream plasma enter a pore in a porous low-k film and recombine on its wall. The pore is a straight cylinder of length L and diameter d, open at x = 0 and closed at x = L. At the mouth the atom density is held at n₀. Inside, the atoms diffuse along the pore with a constant diffusivity D and are lost at the side wall at the rate k n per unit volume, where n(x) is the local density and k is the same everywhere. The closed end is inert: atoms that reach it return to the pore. The state is steady.

The Thiele modulus, defined here with the full pore length, is

φ = L √(k/D).

If diffusion were infinitely fast, the density would be n₀ throughout and the loss rate would be k n₀ everywhere. For φ = 2, what fraction of this unlimited rate is the actual rate, averaged over the pore? For a pore with d = 2 nm and L = 100 nm, which loss probability per wall collision corresponds to φ = 2, and how far can the fraction be trusted?

The loss is first order in n. For recombination this is the case, for example, if an arriving atom meets a partner already held on the wall and the coverage of the wall by such partners is constant.

**A tempting solution**

Consider a slice of the pore between x and x + dx. The diffusive flux in the +x direction is J = −D dn/dx. In the steady state, the amount by which the flux falls across the slice equals the loss inside it:

−dJ/dx = k n, so D d²n/dx² = k n.

With s = x/L and c = n/n₀, multiplication by L²/(D n₀) gives

c″ = φ² c,

where a prime means d/ds. This equation has one decaying solution and one growing solution, e^(−φs) and e^(φs). Radicals are consumed as they move inward, so their density must fall. One therefore discards the growing solution and uses c = 1 at the mouth:

c = e^(−φs).

Because the loss is first order, the average rate divided by k n₀ is the average of c:

∫₀¹ e^(−φs) ds = (1 − e^(−φ))/φ.

For the number, e^(−φ) = cosh φ − sinh φ = cosh φ (1 − tanh φ). At φ = 2 this is 3.7622 × (1 − 0.9640) = 0.135, and the fraction becomes

(1 − 0.135)/2 = 0.432.

The proposed answer is 43 percent.

**Where it fails**

The differential equation is right, and so is the value at the mouth. The fault is the discarded solution. A density that falls along the pore does not require the coefficient of e^(φs) to vanish; it requires only that this coefficient be small enough. Its value is set by the closed end, which the tempting solution never used.

A count of the atoms shows the error. Measure fluxes in units of D n₀/L, so that the flux is −c′. For c = e^(−φs) the flux entering at the mouth is φ. The loss on the side wall, in the same units, is φ² times the average of c:

φ² (1 − e^(−φ))/φ = φ − φ e^(−φ).

The wall thus removes less than what enters. The missing part, φ e^(−φ), is the flux −c′ at s = 1. For φ = 2 the account reads 2.00 in, 1.73 lost on the wall and 0.27 out through the closed end. The tempting profile belongs to a pore that continues without end beyond x = L. It lets atoms leave the first section for good, whereas the real end sends them back.

**The right solution**

The inert end carries no net flux, so the two boundary conditions are

c(0) = 1 and c′(1) = 0.

Keep both exponentials:

c = A e^(−φs) + B e^(φs).

The condition at the end gives

−φ A e^(−φ) + φ B e^(φ) = 0, so B = A e^(−2φ).

The condition at the mouth gives A + B = 1, hence A = 1/(1 + e^(−2φ)). Insert both and multiply numerator and denominator by e^(φ):

c = [e^(φ(1−s)) + e^(−φ(1−s))]/[e^(φ) + e^(−φ)] = cosh[φ(1−s)]/cosh φ.

The coefficient B is small: it is smaller than A by the factor e^(−2φ). At the closed end, however, the growing term has caught up, and both terms contribute equally. The density there is

c(1) = 1/cosh φ = 1/3.7622 = 0.266,

about twice the 0.135 of the tempting profile. The second term carries a flux −φB e^(φs), directed toward the mouth; at the closed end it cancels the inward flux φA e^(−φs) of the first term.

The average of c is the required fraction, called the effectiveness factor η. With u = 1 − s,

η = (1/cosh φ) ∫₀¹ cosh(φu) du = (1/cosh φ)(sinh φ/φ) = tanh φ/φ.

For φ = 2,

η = 0.9640/2 = 0.482.

**Diffusion limits the average rate to 48 percent of its unlimited value.** A direct numerical solution of the balance on a fine grid, which does not use the hyperbolic functions, also gives 0.4820.

The account of atoms now closes. From the profile,

c′ = −φ sinh[φ(1−s)]/cosh φ,

so the flux at the mouth is −c′(0) = φ tanh φ = 2 × 0.9640 = 1.928. The loss on the wall is φ²η = φ tanh φ, the same quantity. Compared with the endless pore, slightly fewer atoms enter (1.93 instead of 2.00), but all of them are lost within the length L, so the average rate there is higher.

**Two limits and the case between them**

For small φ, tanh φ = φ − φ³/3 + …, and therefore

η ≈ 1 − φ²/3.

If D grows while k and L stay fixed, φ tends to zero and η tends to one. This confirms that k n₀ is the rate without a diffusion limit. At φ = 0.2 the estimate is 1 − 0.04/3 = 0.9867, and the numerical solution gives 0.9869.

For large φ, tanh φ tends to one and

η ≈ 1/φ.

Here the density decays over the length L/φ = √(D/k), and few atoms reach the end. At φ = 10 the numerical solution gives 0.1000.

At φ = 2 the first estimate gives −0.333, which is impossible for a ratio of positive rates. The second gives 0.500, about 4 percent above the true value. The reason it comes so close is that tanh 2 is already 0.964.

The same number has a second reading. The total loss in one pore is proportional to Lη, and since L = φ√(D/k),

Lη = √(D/k) tanh φ.

With k, D, n₀ and d held fixed, a pore with φ = 2 therefore already consumes 96 percent of the atoms that an endlessly long pore would consume. Making it longer lowers the average rate but hardly changes the total.

**From the modulus to the wall**

To find the loss probability γ per wall collision, k and D must be expressed through the motion of the atoms. At 1 Torr and 300 K, with an assumed atom diameter of 0.3 nm for all gas particles, the mean free path is about 7.8 × 10⁴ nm. The pore is 2 nm wide, so the atoms fly from wall to wall without meeting each other. This is the Knudsen regime. The flights are taken as straight, which neglects the attraction between the atom and the wall. In a pore only a few atoms wide this attraction can be comparable with the thermal energy near the wall. It would bend the flights and raise the density there, so the expressions for k and D below hold for an idealised hard wall.

Consider the loss first. In a nearly isotropic gas with mean speed v̄, the flux striking a wall is n v̄ times the average of cos θ over the directions that point at the wall, counted as a share of all directions:

n v̄ ∫₀^(π/2) cos θ (2π sin θ/4π) dθ = n v̄/4.

A pore section of unit length has wall area πd and volume πd²/4, so its area per volume is 4/d. Hence

k n = γ (n v̄/4)(4/d), so k = γ v̄/d.

This needs γ ≪ 1; otherwise the missing reflected atoms would disturb the isotropic distribution at the wall.

For the diffusivity, assume that an atom which is not lost leaves the wall with a thermal speed and with the cosine law: the probability per solid angle is cos θ/π, where θ is the angle from the wall normal. Let α be the azimuth about the normal, measured from the pore axis. The direction then has the components cos θ along the normal, sin θ cos α along the axis and sin θ sin α across. In the cross-section, the atom starts on a circle of diameter d and meets it again after a flight length ℓ given by

ℓ² (cos²θ + sin²θ sin²α) − ℓ d cos θ = 0.

Since cos²θ + sin²θ sin²α = 1 − sin²θ cos²α,

ℓ = d cos θ/(1 − b cos²α), with b = sin²θ.

The average over α needs one integral. With t = tan α, and four equal quarter turns,

I(b) = ∫₀^(2π) dα/(1 − b cos²α) = 4 ∫₀^∞ dt/(t² + 1 − b) = 2π/√(1 − b).

Because 1 − b = cos²θ, I = 2π/cos θ, and the mean flight length is

⟨ℓ⟩ = (d/π) ∫₀^(π/2) cos²θ sin θ (2π/cos θ) dθ = 2d ∫₀^(π/2) sin θ cos θ dθ = d.

The axial step is z = ℓ sin θ cos α. Its mean square contains the derivative of I:

∫₀^(2π) cos²α dα/(1 − b cos²α)² = dI/db = π (1 − b)^(−3/2) = π/cos³θ.

Therefore

⟨z²⟩ = (d²/π) ∫₀^(π/2) cos³θ sin³θ (π/cos³θ) dθ = d² ∫₀^(π/2) sin³θ dθ = (2/3) d².

Atoms leaving a wall have speeds weighted by v, because fast atoms cross a surface more often. With f(v) the normalised speed distribution in the gas, the mean of 1/v over leaving atoms is ∫f dv/∫v f dv = 1/v̄. Flight length and speed are independent, so the mean flight time is d/v̄.

Each re-emission forgets the previous direction, and the steps are independent with zero mean. After N flights the mean square displacement is N(2/3)d², and the time is N d/v̄. Setting the displacement equal to 2D times the time gives

D = (2/3)d²/(2d/v̄) = d v̄/3.

The ratio k/D = 3γ/d² contains no speed, and

φ = (L/d) √(3γ).

At fixed γ, the temperature and the mass of the radical drop out. Temperature still matters in so far as γ depends on it.

**Numbers for the pore**

Solving for γ with φ = 2,

γ = (φd/L)²/3 = (2 × 2/100)²/3 = 5.3 × 10⁻⁴.

One atom in about 1900 wall collisions is lost, yet this is enough to halve the average rate, because an atom hits the wall very often on its way through a narrow pore.

For oxygen atoms of 16 u at 300 K, v̄ = √(8k_BT/πm) = 6.30 × 10⁴ cm/s, with k_B the Boltzmann constant and m the atomic mass. With d = 2 × 10⁻⁷ cm,

D = 2 × 10⁻⁷ × 6.30 × 10⁴/3 = 4.2 × 10⁻³ cm²/s,

k = 5.33 × 10⁻⁴ × 6.30 × 10⁴/(2 × 10⁻⁷) = 1.68 × 10⁸ s⁻¹.

For n₀ = 10¹⁴ cm⁻³ the unlimited rate is k n₀ = 1.68 × 10²² cm⁻³ s⁻¹. The average rate is 0.482 times this, or 8.1 × 10²¹ cm⁻³ s⁻¹. Densities and rates are here averages over a long time or over many equal pores: at the density n₀, the pore volume of 3.1 × 10⁻¹⁹ cm³ holds only about 3 × 10⁻⁵ atoms on average. In the diffusion model with c(0) = 1, the density falls to 41 percent of n₀ at mid-pore and to 27 percent at the closed end.

The steady state is a safe assumption if γ is constant: the diffusion time L²/D is 24 ns. This counts only the time in flight; rests on the wall between flights would lengthen it. Loss through collisions between two radicals in the gas is negligible too. Even if every such collision removed them, its rate at the mouth density would be about 1.5 × 10⁻⁴ of k.

**How far the 48 percent can be trusted**

The condition c(0) = 1 takes the density just inside the mouth to be that outside. In free flight the entrance itself offers a resistance. Let n₀ now be the density outside. Just inside, the one-way flux inward is approximately n(0)v̄/4 + J/2 and the one-way flux outward is n(0)v̄/4 − J/2, so that their difference is J. The inward flux must equal the supply n₀v̄/4, which gives

J = (v̄/2)[n₀ − n(0)].

The pore draws J = (D n(0)/L) φ tanh φ. Equating the two expressions,

n(0)/n₀ = 1/(1 + r φ tanh φ), with r = 2D/(v̄L) = 2d/(3L) = 0.0133.

The ratio is 1/(1 + 0.0133 × 1.928) = 0.975, and the fraction falls from 0.482 to 0.470. If the end wall also recombines atoms with the same γ, the average on the side wall changes much less, to 0.481, since the end has a small area.

A stricter check drops the diffusion equation and follows the free flights from each piece of wall to every other piece, with the cosine law, the loss probability γ and a mirror as the inert end. It gives 0.461, which is 4 percent below tanh φ/φ. For a pore twice as long, with γ reduced to a quarter so that φ remains 2, it gives 0.470, which is 2 percent below. The deviation shrinks as the pore becomes long compared with its width, as it should if diffusion is the long-pore description.

The size of the atom matters more. If its centre cannot come closer to the wall than its radius, an atom of 0.3 nm sees a pore only 1.7 nm wide. At the same γ and L, φ rises to 2 × 2/1.7 = 2.35 and tanh φ/φ drops to 0.417, which is 13 percent lower. This value still comes from the diffusion model. Following the free flights in the narrowed pore lowers it further, to about 0.40.

**The real film**

The pore size, the pore length, the pressure and the radical density are round values chosen for illustration, not data for a particular film or plasma. The value of γ was fixed by φ = 2 and is not a measured property either. A straight pore through the whole film is also a simplification, since pores in a real film can be irregular and connected. If the detours halve the effective D at the same k, φ becomes 2√2 = 2.83 and η falls to 0.351. Doubling γ at the same D gives the same φ and η, but the actual loss rate then rises, because the unlimited rate doubles.

The constant wall is a further assumption. In an organosilicate film, oxygen atoms can also remove methyl groups, and such a reaction uses up its sites. With an assumed one site per nm², and if every loss consumed one, the sites at the mouth would be used up on a time scale of

10¹⁴ cm⁻²/(γ n₀ v̄/4) = 0.12 s.

This is far longer than the 24 ns of diffusion, so the density would still follow the wall closely. But k would then vary along the pore and with time, and tanh φ/φ would no longer apply. The 48 percent therefore describes recombination on a wall whose γ no longer changes, not the advance of the damage itself. The numerical output lists the main values used here.

Calculated quantities

```
Thiele modulus phi: 2.0
eta from formula tanh(phi)/phi: 0.4820
eta from numerical solution: 0.4820
Mouth flux -c'(0), numerical: 1.9281
tanh(2): 0.9640
cosh(2): 3.7622
Closed-end density / mouth density: 0.2658
Mid-pore density / mouth density: 0.4102
Small-phi estimate 1-phi^2/3 at phi=2: -0.333
Large-phi estimate 1/phi at phi=2: 0.500
Numerical eta at phi=0.2: 0.9869
Numerical eta at phi=10: 0.1000
Sampled mean flight length / d: 1.000
Mean square axial step / d^2: 0.6667
Pore diameter d: 2.0 nm
Pore length L: 100 nm
Temperature: 300 K
Gas pressure: 1.0 Torr
Radical mass: 16 u
Radical density at mouth: 1.0e+14 cm^-3
Loss probability gamma for phi=2: 5.333e-04
Mean thermal speed: 6.301e+04 cm/s
Knudsen diffusivity D: 4.200e-03 cm^2/s
Volume loss constant k: 1.680e+08 s^-1
Unlimited loss rate: 1.680e+22 cm^-3 s^-1
Average loss rate: 8.099e+21 cm^-3 s^-1
eta with entrance resistance: 0.4699
Side-wall eta with reactive end wall: 0.4810
eta, free-molecular transport: 0.4610
Same, pore twice as long, phi=2: 0.4704
Assumed atom diameter: 0.3 nm
phi with pore narrowed by atom size: 2.353
eta with pore narrowed by atom size: 0.417
phi with gamma doubled or D halved: 2.828
eta with gamma doubled or D halved: 0.351
Gas mean free path: 7.77e+04 nm
Radical-radical collision rate / k: 1.5e-04
Diffusion time L^2/D: 23.8 ns
Assumed wall site density: 1.0 nm^-2
Site lifetime at mouth if consumed: 0.119 s
```
